# The degenerate P–F antibonding pair of PF3 as π acceptor: test program

```python
"""Acceptor orbitals of PF3.
Result under test: three equivalent P-F antibonds chi1, chi2, chi3 with mutual
overlap S give a degenerate pair
    e_x = (2 chi1 - chi2 - chi3)/sqrt(6(1-S)),  e_y = (chi2 - chi3)/sqrt(2(1-S))
that transforms as (x, y) and overlaps with metal d_xz and d_yz.
P is at the origin, the metal on +z, F1 in the xz plane (for zero twist).
alpha, beta: diagonal and off-diagonal Fock elements of the antibonds.
s_pi, s_delta: overlaps of e_x with metal d_xz and d_x2-y2.
Energies in eV, lengths in angstrom.
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, lo
from pyscf.scf import atom_hf

HARTREE = physical_constants["Hartree energy in eV"][0]
BOND, ANGLE, METAL_DISTANCE = 1.57, 98.0, 2.2
TWIST = 25.0
GAP, COUPLING_SCALE = 10.0, 10.0
TOL = 5e-5  # allows for the finite convergence of the SCF orbitals


def ligand_positions(twist):
    sin_tilt = 2 / np.sqrt(3) * np.sin(np.radians(ANGLE) / 2)
    cos_tilt = np.sqrt(1 - sin_tilt**2)
    azimuth = np.radians(twist) + 2 * np.pi * np.arange(3) / 3
    fluorines = BOND * np.column_stack([
        sin_tilt * np.cos(azimuth), sin_tilt * np.sin(azimuth),
        -cos_tilt * np.ones(3)])
    return np.vstack([np.zeros(3), fluorines])


def solve_ligand(twist=0.0, keep_d=True):
    """RHF, antibonding space, localised antibonds and their combinations."""
    xyz = ligand_positions(twist)
    atoms = [(name, tuple(r)) for name, r in zip("PFFF", xyz.tolist())]
    p_basis = gto.basis.load("def2-svp", "P")
    if not keep_d:
        p_basis = [shell for shell in p_basis if shell[0] < 2]
    mol = gto.M(atom=atoms, basis={"P": p_basis, "F": "def2-svp"}, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-6, 100
    mf.kernel()
    assert mf.converged
    ovlp = mol.intor("int1e_ovlp")
    occupied = mf.mo_coeff[:, mf.mo_occ > 0]
    n_occ = occupied.shape[1]
    iao = lo.vec_lowdin(lo.iao.iao(mol, occupied), ovlp)
    fock = iao.T @ mf.get_fock() @ iao * HARTREE
    levels, vectors = np.linalg.eigh(fock)
    # the minimal set must hold the occupied space exactly
    assert np.allclose(levels[:n_occ], mf.mo_energy[:n_occ] * HARTREE, atol=1e-3)
    space = vectors[:, n_occ:]
    assert space.shape[1] == 3
    labels = gto.M(atom=atoms, basis="minao", verbose=0).ao_labels(fmt=None)
    index = {(l[0], l[2], l[3]): k for k, l in enumerate(labels)}
    owner = np.array([l[0] for l in labels])
    p_rows = [index[(0, "3p", c)] for c in "xyz"]
    antibonds = []
    for atom in (1, 2, 3):
        block = space[owner == atom]
        chi = space @ np.linalg.eigh(block.T @ block)[1][:, -1]
        if chi[p_rows[:2]] @ xyz[atom, :2] < 0:
            chi = -chi
        antibonds.append(chi)
    chi = np.array(antibonds).T
    gram = chi.T @ chi
    S = gram[0, 1]
    a1 = chi.sum(axis=1) / np.sqrt(3 * (1 + 2 * S))
    e_x = (2 * chi[:, 0] - chi[:, 1] - chi[:, 2]) / np.sqrt(6 * (1 - S))
    e_y = (chi[:, 1] - chi[:, 2]) / np.sqrt(2 * (1 - S))
    return SimpleNamespace(
        xyz=xyz, mol=mol, mf=mf, ovlp=ovlp, n_occ=n_occ, iao=iao, fock=fock,
        levels=levels[n_occ:], space=space, labels=labels, index=index,
        owner=owner, p_rows=p_rows, chi=chi, gram=gram, S=S,
        combos=np.column_stack([a1, e_x, e_y]))


def symmetry_operator(lig, rotation):
    """Matrix of a point operation on the minimal s and p orbitals."""
    U = np.zeros((len(lig.labels),) * 2)
    for col, (atom, _, shell, comp) in enumerate(lig.labels):
        moved = rotation @ lig.xyz[atom]
        image = int(np.argmin(np.linalg.norm(lig.xyz - moved, axis=1)))
        if "s" in shell:
            U[lig.index[(image, shell, comp)], col] = 1
        else:
            for row, name in enumerate("xyz"):
                U[lig.index[(image, shell, name)], col] = \
                    rotation[row, "xyz".index(comp)]
    return U


def ruthenium(distance):
    return gto.M(atom=[("Ru", (0.0, 0.0, distance))], basis="def2-svp",
                 ecp="def2-svp", verbose=0)


def ruthenium_d_orbitals():
    """Five 4d orbitals with the radial part of the averaged HF atom."""
    mol = ruthenium(0.0)
    _, _, coeff, occ = atom_hf.get_atm_nrhf(mol)["Ru"]
    rows = np.array([k for k, l in enumerate(mol.ao_labels(fmt=None))
                     if "d" in l[2]])
    weight = (coeff[rows]**2).sum(axis=0) * (occ > 1e-3)
    best = coeff[rows, int(np.argmax(weight))].reshape(-1, 5)
    radial = np.linalg.svd(best)[0][:, 0]
    radial = radial * np.sign(radial[np.argmax(abs(radial))])
    orbitals = np.zeros((mol.nao, 5))
    for m in range(5):
        orbitals[rows.reshape(-1, 5)[:, m], m] = radial
    norm = orbitals[:, 0] @ mol.intor("int1e_ovlp") @ orbitals[:, 0]
    return orbitals / np.sqrt(norm)


D_ORBITALS = ruthenium_d_orbitals()
XY, YZ, Z2, XZ, X2Y2 = range(5)


def metal_overlap(lig, orbitals, distance=METAL_DISTANCE):
    cross = gto.intor_cross("int1e_ovlp", ruthenium(distance), lig.mol)
    return D_ORBITALS.T @ cross @ lig.iao @ orbitals


lig = solve_ligand()
a1, e_x, e_y = lig.combos.T
pair = lig.combos[:, 1:]
S = lig.S

# Symmetry content from explicit operations on the computed orbitals
c, s = np.cos(2 * np.pi / 3), np.sin(2 * np.pi / 3)
C3 = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])
MIRROR = np.diag([1.0, -1.0, 1.0])
U_rot, U_mir = symmetry_operator(lig, C3), symmetry_operator(lig, MIRROR)
char_rot = np.trace(lig.space.T @ U_rot @ lig.space)
char_mir = np.trace(lig.space.T @ U_mir @ lig.space)
n_a1 = (3 + 2 * char_rot + 3 * char_mir) / 6
n_a2 = (3 + 2 * char_rot - 3 * char_mir) / 6
n_e = (6 - 2 * char_rot) / 6
assert np.allclose([n_a1, n_a2, n_e], [1, 0, 1], atol=TOL)
assert np.allclose(U_rot @ lig.chi, lig.chi[:, [1, 2, 0]], atol=TOL)
assert np.allclose(pair.T @ U_rot @ pair, C3[:2, :2], atol=TOL)
assert np.allclose(pair.T @ U_mir @ pair, MIRROR[:2, :2], atol=TOL)

# Energies and orbitals: derived combinations against diagonalisation
off = lig.gram[np.triu_indices(3, 1)]
assert np.ptp(off) < TOL
F_bond = lig.chi.T @ lig.fock @ lig.chi
alpha, beta = F_bond[0, 0], F_bond[0, 1]
energy_e = (alpha - beta) / (1 - S)
energy_a1 = (alpha + 2 * beta) / (1 + 2 * S)
lower_pair = lig.levels[1] - lig.levels[0] < lig.levels[2] - lig.levels[1]
e_cols, a_col = ([0, 1], 2) if lower_pair else ([1, 2], 0)
splitting = abs(np.diff(lig.levels[e_cols])[0])
assert splitting < 1e-3
assert np.allclose(lig.levels[e_cols], energy_e, atol=2e-3)
assert abs(lig.levels[a_col] - energy_a1) < 2e-3
direct_pair = lig.space[:, e_cols]
assert np.allclose(pair.T @ pair, np.eye(2), atol=TOL)
assert np.allclose(pair @ pair.T, direct_pair @ direct_pair.T, atol=TOL)

# Phosphorus part: s and p_z cancel, p_x has the derived coefficient
px, py, pz = lig.p_rows
t = lig.chi[px, 0]
px_formula = t * np.sqrt(1.5) / np.sqrt(1 - S)
px_direct = np.linalg.norm(direct_pair[px])
assert abs(px_formula - px_direct) < TOL
assert max(abs(e_x[[lig.index[(0, "3s", "")], py, pz]])) < TOL

# Antibonding and sigma character
on_p, on_f = lig.owner == 0, lig.owner > 0
pf_energy = 2 * e_x[on_p] @ lig.fock[np.ix_(on_p, on_f)] @ e_x[on_f]
assert pf_energy > 0
chi1 = lig.chi[:, 0]
f1_weight = np.sum(chi1[lig.owner == 1]**2)
leak = np.sum(chi1[lig.owner > 1]**2)
direction = lig.xyz[1] / BOND
f1_p = chi1[[lig.index[(1, "2p", k)] for k in "xyz"]]
f1_s = chi1[[lig.index[(1, k, "")] for k in ("1s", "2s")]]
sigma_share = ((f1_p @ direction)**2 + f1_s @ f1_s) / f1_weight
assert sigma_share > 0.5

# Weight on phosphorus p and d functions in the full basis
val, vec = np.linalg.eigh(lig.ovlp)
e_full = lig.iao @ e_x
lowdin = ((vec * np.sqrt(val)) @ vec.T @ e_full)**2
full_labels = lig.mol.ao_labels(fmt=None)
p_share, d_share = [sum(w for w, l in zip(lowdin, full_labels)
                        if l[0] == 0 and kind in l[2]) for kind in "pd"]
assert p_share > d_share
virtual = lig.mf.mo_coeff[:, lig.n_occ:]
canonical_share = np.sum((virtual[:, :2].T @ lig.ovlp @ e_full)**2)

# Overlap with ruthenium 4d
M = metal_overlap(lig, lig.combos)
s_pi, s_delta = M[XZ, 1], M[X2Y2, 1]
allowed = np.zeros((5, 3), bool)
for row, col in ((Z2, 0), (XZ, 1), (YZ, 2), (X2Y2, 1), (XY, 2)):
    allowed[row, col] = True
largest_forbidden = abs(M[~allowed]).max()
assert largest_forbidden < TOL
assert abs(s_pi) > 0.01
assert abs(M[YZ, 2] - s_pi) < TOL and abs(M[XY, 2] + s_delta) < TOL
parts = metal_overlap(lig, np.column_stack([e_x * on_p, e_x * on_f]))[XZ]
assert abs(parts[0]) > abs(parts[1])
far = METAL_DISTANCE + 0.2
s_far = metal_overlap(lig, lig.combos, far)[XZ, 1]

# A separate calculation on the twisted ligand
turned = solve_ligand(twist=TWIST)
M_turned = metal_overlap(turned, turned.combos)
w = np.radians(TWIST)
R = np.array([[np.cos(w), -np.sin(w)], [np.sin(w), np.cos(w)]])
pi_block = M_turned[np.ix_([XZ, YZ], [1, 2])]
assert np.allclose(pi_block, s_pi * R, atol=TOL)
assert np.allclose(M_turned[[X2Y2, XY], 1],
                   s_delta * np.array([np.cos(2 * w), np.sin(2 * w)]), atol=TOL)

# The acceptor pair without any d function on phosphorus
bare = solve_ligand(keep_d=False)
s_bare = metal_overlap(bare, bare.combos)[XZ, 1]
assert abs(s_bare) > 0.5 * abs(s_pi)

# Acceptance of pi electrons in the two-level model
V = COUPLING_SCALE * abs(s_pi)
shift = GAP / 2 - np.hypot(GAP / 2, V)
weight = (1 - GAP / np.sqrt(GAP**2 + 4 * V**2)) / 2


def coupled_levels(block, use_overlap):
    """Levels of degenerate metal orbitals (zero of energy) and the e pair."""
    n = block.shape[0]
    H = np.diag([0.0] * n + [GAP] * 2)
    O = np.eye(n + 2)
    H[:n, n:] = -COUPLING_SCALE * block
    H[n:, :n] = H[:n, n:].T
    if use_overlap:
        O[:n, n:], O[n:, :n] = block, block.T
    return eigh(H, O)


E_turned, v_turned = coupled_levels(pi_block, False)
assert np.allclose(E_turned[:2], shift, atol=1e-3)
assert np.allclose((v_turned[2:, :2]**2).sum(axis=0), weight, atol=1e-4)
pi_only = M[np.ix_([XZ, YZ], [1, 2])]
pi_delta = M[np.ix_([XZ, YZ, X2Y2, XY], [1, 2])]
shift_overlap = coupled_levels(pi_only, True)[0][0]
shift_delta = coupled_levels(pi_delta, False)[0][0]
shift_both = coupled_levels(pi_delta, True)[0][0]
assert abs(shift_both / shift - 1) < 0.25  # size of the neglected terms

print(f"P-F distance (input): {BOND:.2f} angstrom")
print(f"F-P-F angle (input): {ANGLE:.1f} degree")
print(f"Ru-P distance (input): {METAL_DISTANCE:.2f} angstrom")
print(f"occupied orbitals: {lig.n_occ}; minimal orbitals: {len(lig.labels)}")
print(f"antibonding orbitals left: {lig.space.shape[1]}")
print(f"character under C3: {abs(char_rot):.4f}; mirror: {char_mir:.4f}")
print(f"times A1, A2, E occur: {n_a1:.3f}, {abs(n_a2):.3f}, {n_e:.3f}")
print(f"antibond overlap S: {S:.4f}")
print(f"alpha: {alpha:.3f} eV; beta: {beta:.3f} eV")
print(f"e energy, formula: {energy_e:.3f} eV")
print(f"e energies, direct: {lig.levels[e_cols[0]]:.3f}, "
      f"{lig.levels[e_cols[1]]:.3f} eV")
print(f"a1 energy, formula: {energy_a1:.3f} eV; "
      f"direct: {lig.levels[a_col]:.3f} eV")
print(f"e splitting below 0.001 eV: {splitting < 1e-3}")
print(f"chi1 weight on P: {np.sum(chi1[on_p]**2):.3f}")
print(f"chi1 weight on F1: {f1_weight:.3f}; on F2 and F3: {leak:.3f}")
print(f"sigma share of the F1 part: {sigma_share:.3f}")
print(f"in-plane P 3p coefficient t of chi1: {t:.4f}")
print(f"P 3p_x coefficient of e_x, formula: {px_formula:.4f}")
print(f"P 3p_x coefficient of e_x, direct: {px_direct:.4f}")
print(f"e_x weight on P: {np.sum(e_x[on_p]**2):.3f}; "
      f"on F: {np.sum(e_x[on_f]**2):.3f}")
print(f"P-F interaction energy in e_x: {pf_energy:+.2f} eV")
print(f"Lowdin share of P p functions: {p_share:.3f}; P d: {d_share:.3f}")
print(f"two lowest RHF virtuals: {lig.mf.mo_energy[lig.n_occ]*HARTREE:.3f}, "
      f"{lig.mf.mo_energy[lig.n_occ+1]*HARTREE:.3f} eV")
print(f"share of e_x in these two virtuals: {canonical_share:.3f}")
print(f"size of pi overlap with Ru 4d: {abs(s_pi):.4f}")
print(f"P part / total pi overlap: {parts[0]/s_pi:.3f}")
print(f"F part / total pi overlap: {parts[1]/s_pi:.3f}")
print(f"size of delta overlap with Ru 4d: {abs(s_delta):.4f}")
print(f"forbidden overlaps below {TOL:.0e}: {largest_forbidden < TOL}")
print(f"size of pi overlap at {far:.2f} angstrom: {abs(s_far):.4f}")
print(f"size of pi overlap without P d functions: {abs(s_bare):.4f}")
print(f"twist angle tested: {TWIST:.1f} degree")
print("twisted pi block, row xz: "
      f"{pi_block[0, 0]:+.4f}, {pi_block[0, 1]:+.4f}")
print("twisted pi block, row yz: "
      f"{pi_block[1, 0]:+.4f}, {pi_block[1, 1]:+.4f}")
print(f"model gap: {GAP:.1f} eV; coupling scale K: {COUPLING_SCALE:.1f} eV")
print(f"model coupling V: {V:.3f} eV")
print(f"shift of the filled pi level: {shift:.4f} eV")
print(f"ligand weight per pi electron: {weight:.4f}")
print(f"charge accepted from four pi electrons: {4*weight:.4f} electrons")
print(f"shift with metal-ligand overlap kept: {shift_overlap:.4f} eV")
print(f"shift with delta coupling kept: {shift_delta:.4f} eV")
print(f"shift with both kept: {shift_both:.4f} eV")
print("every check passed")
```

Output:

```
P-F distance (input): 1.57 angstrom
F-P-F angle (input): 98.0 degree
Ru-P distance (input): 2.20 angstrom
occupied orbitals: 21; minimal orbitals: 24
antibonding orbitals left: 3
character under C3: 0.0000; mirror: 1.0000
times A1, A2, E occur: 1.000, 0.000, 1.000
antibond overlap S: 0.2021
alpha: 8.439 eV; beta: 3.042 eV
e energy, formula: 6.763 eV
e energies, direct: 6.763, 6.763 eV
a1 energy, formula: 10.344 eV; direct: 10.344 eV
e splitting below 0.001 eV: True
chi1 weight on P: 0.749
chi1 weight on F1: 0.193; on F2 and F3: 0.058
sigma share of the F1 part: 1.000
in-plane P 3p coefficient t of chi1: 0.6487
P 3p_x coefficient of e_x, formula: 0.8894
P 3p_x coefficient of e_x, direct: 0.8894
e_x weight on P: 0.791; on F: 0.209
P-F interaction energy in e_x: +13.59 eV
Lowdin share of P p functions: 0.690; P d: 0.047
two lowest RHF virtuals: 4.286, 4.286 eV
share of e_x in these two virtuals: 0.900
size of pi overlap with Ru 4d: 0.1982
P part / total pi overlap: 0.905
F part / total pi overlap: 0.095
size of delta overlap with Ru 4d: 0.0034
forbidden overlaps below 5e-05: True
size of pi overlap at 2.40 angstrom: 0.1617
size of pi overlap without P d functions: 0.1973
twist angle tested: 25.0 degree
twisted pi block, row xz: -0.1796, +0.0838
twisted pi block, row yz: -0.0838, -0.1796
model gap: 10.0 eV; coupling scale K: 10.0 eV
model coupling V: 1.982 eV
shift of the filled pi level: -0.3784 eV
ligand weight per pi electron: 0.0352
charge accepted from four pi electrons: 0.1407 electrons
shift with metal-ligand overlap kept: -0.3531 eV
shift with delta coupling kept: -0.3786 eV
shift with both kept: -0.3532 eV
every check passed
```
